The Critical Filler Radius of a Composite with Interface Resistance

**1. The question**

The gap between a flip chip and its substrate is filled with a polymer that conducts heat poorly. Ceramic particles are mixed in to help. Each particle conducts much better than the polymer, but heat must cross its surface twice, and the surface has a thermal resistance of its own. Grinding the same volume of ceramic into smaller particles creates more surface. At some particle size the loss at the surfaces should cancel the gain inside the particles. What is that size, and does it depend on how many particles there are or on how they are arranged?

**2. Model and conventions**

Identical spheres of radius a and conductivity kp are embedded without overlap in a matrix of conductivity km. They occupy a volume fraction φ. Conduction is steady and obeys Fourier's law, so the heat flux is −k∇T, and k∇T has zero divergence in each material. With n the outward normal of a sphere, the interface conditions are

kp ∂T_in/∂n = km ∂T_out/∂n,   (1)

[T] ≡ T_out − T_in = R k ∂T/∂n.   (2)

Here R > 0 is the interface resistance, an area times a temperature difference per unit heat current. By (1), the product k ∂T/∂n in (2) may be taken on either side. The sign is right: if temperature rises outward, heat flows inward and the outside is the hotter side.

The sample is a straight prism of cross-section A, height H and volume V = AH. Its ends are held at T = 0 (z = 0) and T = gH (z = H), its sides are insulated, and it contains whole spheres, none cut by its boundary. The composite conductivity K is defined by

∫_top km ∂T/∂z dS = K g A.   (3)

The claim is that for kp > km the composite has K = km when a equals

a_c = R kp km/(kp − km),   (4)

whatever φ and the arrangement, and that K < km for smaller spheres and K > km for larger ones.

**3. One sphere in a uniform gradient**

Put one sphere at the origin of an unbounded matrix in which T = gz = g r cosθ far away. The solutions of Laplace's equation with this angular dependence are r cosθ and cosθ/r². The second is singular at the centre, so

T_in = c g r cosθ,  T_out = g (r + B/r²) cosθ.   (5)

Write β = B/a³. Conditions (1) and (2) at r = a, divided by g cosθ and by g a cosθ respectively, become

kp c = km (1 − 2β),   (6)

1 + β − c = R kp c/a.   (7)

Equation (7) gives c (1 + R kp/a) = 1 + β. Multiplying by kp and dividing by the bracket,

kp c = ks (1 + β),  ks = kp/(1 + R kp/a).   (8)

Equating (6) and (8) gives ks + ks β = km − 2km β, hence

β = (km − ks)/(2km + ks).   (9)

A perfectly bonded sphere of conductivity ks gives the same β, as setting R = 0 and kp = ks shows. In a uniform gradient the sphere and its interface therefore act on the matrix as a bonded sphere of conductivity ks. The inverse of (8),

1/ks = 1/kp + R/a,   (10)

shows that ks rises steadily with a, from 0 for very small spheres towards kp for very large ones.

The matrix is undisturbed when β = 0, that is, when ks = km. Equation (10) then reads

a/km = a/kp + R.   (11)

Solving for a gives a = R/(1/km − 1/kp), which is (4). The left side of (11) is the resistance of a matrix layer of thickness a. The right side is that of a filler layer of the same thickness with one interface in series. The spherical problem reduces to this slab-like balance because the normal flux, the interface jump and the temperature difference between the two linear fields all vary over the surface as cosθ. One condition then serves at every point of the surface.

If kp ≤ km, (10) gives ks < kp ≤ km at every finite radius, and no critical radius exists. If kp ≫ km, (4) tends to R km. A better filler cannot push the threshold below this value, which belongs to the matrix and the interface.

**4. Any number of spheres**

The single-sphere result does not by itself settle a dense composite, where each sphere sits in the disturbed field of its neighbours. At a = a_c, however, there is no disturbance to pass on. Let sphere j have its centre at height z_j, and try

matrix: T = g z,
sphere j: T = g z_j + (km/kp) g (z − z_j).   (12)

Both expressions are linear and satisfy Laplace's equation. The end temperatures are correct, and no heat crosses the sides because the gradient is parallel to them. The product k∇T equals km g along z in both materials, so (1) holds. On the surface of sphere j, z − z_j = a cosθ, and the two sides of (2) are

[T] = g a cosθ (1 − km/kp),  R k ∂T/∂n = R km g cosθ.   (13)

They agree if a (1 − km/kp) = R km, which is (11) multiplied by km. Thus (12) satisfies every condition, for every sphere at once. The solution is unique, as shown below, so (12) is the actual field. Its flux inserted in (3) gives K = km. No assumption of small φ has entered, and the spheres may come arbitrarily close. What matters is that each sphere has the critical radius and that the imposed gradient is uniform.

**5. Why the sign changes there**

To show what happens at other radii, we bound K from both sides. Consider trial temperatures U that take the prescribed end values but may jump by any amount at the interfaces, and define

E[U] = ∫ k|∇U|² dV + Σ∮ [U]²/R dS,   (14)

where the sum runs over all spheres. Let T be the true field and U = T + w, so that w = 0 on the ends. Then E[U] = E[T] + E[w] + 2X, with

X = ∫ k∇T·∇w dV + Σ∮ [T][w]/R dS.   (15)

Integrate the volume term by parts in each material. The divergence of k∇T vanishes, the ends contribute nothing because w = 0, and the sides carry no flux. On a sphere the outward normal of the matrix region is −n, so the surface terms are

−Σ∮ w_out k ∂T/∂n dS + Σ∮ w_in k ∂T/∂n dS = −Σ∮ [w][T]/R dS,   (16)

where the last step uses (2). Hence X = 0, and since E[w] ≥ 0,

E[U] ≥ E[T].   (17)

The same integration with w replaced by T leaves the contribution of the top face, gH times (3):

E[T] = gH · K g A = K g² V.   (18)

Uniqueness also follows. The difference w of two solutions satisfies the field equations with w = 0 on the ends, so the same integration gives E[w] = 0. Then w is constant in each material and has no jumps, and being zero on the ends it is zero throughout.

*Upper bound.* Use (12) as a trial field, with the inner slope km/kp replaced by a free number c. The jump is (1 − c) g a cosθ. The surface integral needed is

∮ cos²θ dS = 4πa²/3 = (sphere volume)/a.   (19)

Dividing (14) by g²V and using (17) and (18),

K ≤ (1 − φ) km + φ [c² kp + (1 − c)² a/R].   (20)

The bracket is least when its derivative vanishes, c kp = (1 − c) a/R, or c = 1/(1 + R kp/a). At this c the second term of the bracket equals (1 − c) c kp, so the bracket is c² kp + (1 − c) c kp = c kp = ks. Therefore

K ≤ (1 − φ) km + φ ks.   (21)

*Lower bound.* Let p = k∇T be the true flux (with reversed sign), whose mean along z is P = K g by (3). Consider trial fluxes s that have zero divergence, a continuous normal component at the interfaces, none at the sides, and the same total through the top. Define

D[s] = ∫ s²/k dV + Σ∮ R (s·n)² dS.   (22)

With v = s − p, the cross term in D[s] = D[p] + D[v] + 2Y is

Y = ∫ ∇T·v dV + Σ∮ [T] v·n dS,   (23)

because p/k = ∇T and R p·n = [T]. Integrating by parts, the top contributes gH times the total of v through it, which is zero. The bottom contributes nothing because T = 0 there. The interfaces give −Σ∮ [T] v·n dS, which cancels the second term. So Y = 0 and D[s] ≥ D[p]. Inserting p = k∇T in (22) and using (2) turns D[p] into E[T], which is K g²V = P²V/K.

Now take the uniform trial flux s = P along z. With (19), its surface term is R P² φV/a, and

1/K ≤ (1 − φ)/km + φ (1/kp + R/a) = (1 − φ)/km + φ/ks.   (24)

Together,

[(1 − φ)/km + φ/ks]⁻¹ ≤ K ≤ (1 − φ) km + φ ks.   (25)

If ks < km, the upper bound lies below km. If ks > km, the lower bound lies above km. Since ks rises with a and equals km at a_c, K − km has the sign of a − a_c for every arrangement.

The bounds also fix how steeply K passes through km. At ks = km both have the value km and the slope φ with respect to ks, so K, held between them, has that slope too. From (10), dks/da = ks² R/a². At a_c this is km² (R/a_c)/a_c, and R/a_c = 1/km − 1/kp. Hence, to first order in δa = a − a_c,

δK/km = φ (1 − km/kp) δa/a_c.   (26)

Near the threshold the arrangement matters only at second order.

**6. How large the change is**

Further from a_c the arrangement matters, and an estimate is needed. Surround one sphere with a matrix shell of outer radius b, chosen so that a³/b³ = φ, and embed this unit in a medium of conductivity K carrying the undisturbed field g r cosθ. In the shell the field is g₀ (r + B/r²) cosθ, with B = βa³ from (9), because (6) and (7) do not depend on the field's amplitude. Then B/b³ = φβ, and continuity of temperature and flux at r = b requires

g₀ (1 + φβ) = g,  km g₀ (1 − 2φβ) = K g.   (27)

Dividing the second by the first and writing S = −φβ gives the Maxwell form

K = km (1 + 2S)/(1 − S),  S = φ (ks − km)/(ks + 2km).   (28)

This is exact for the embedded unit. For a composite of equal spheres it is an estimate, since equal coated spheres cannot fill space.

For a ≪ a_c, ks tends to zero and S to −φ/2, so K tends to km (1 − φ)/(1 + φ/2): the filler acts like pores. For very large spheres ks tends to kp and the interface no longer matters.

**7. An underfill**

Take km = 0.20 W/(m K), kp = 30 W/(m K), R = 5.0×10⁻⁸ m² K/W and φ = 0.30, rough values for a ceramic-filled polymer underfill. Engineering units are used because atomic units are unnatural here. Equation (4) gives

a_c = (5.0×10⁻⁸ × 30 × 0.20)/(30 − 0.20) m = 1.007×10⁻⁸ m,   (29)

or about 10 nm. In the balance (11), a_c/kp is 3.4×10⁻¹⁰ m² K/W, less than one per cent of R. The interface supplies almost all the resistance, and a_c is close to its limit R km = 10.0 nm.

For a = 50 nm, R kp/a = 30, so ks = 30/31 = 0.968 W/(m K). Then S = 0.30 × 0.768/1.368 = 0.168, and (28) gives K = 0.20 × 1.337/0.832 = 0.32 W/(m K). Other radii at the same φ give:

a = 5 nm: K = 0.166 W/(m K)
a = 10.07 nm: K = 0.200 W/(m K)
a = 20 nm: K = 0.248 W/(m K)
a = 200 nm: K = 0.404 W/(m K)
a = 1000 nm: K = 0.440 W/(m K)

With a perfect interface K would be 0.450 W/(m K). In this estimate, filler of 1 µm radius loses about 2 per cent of that value to the interfaces, while filler of 5 nm radius makes the composite 17 per cent worse than the bare polymer.

The claim about dense arrangements was tested by a finite-element solution that does not use (4). A sphere was placed off-centre in an insulated tube of radius a/0.9 and length 2.4a, with a gap of 0.05a to one isothermal end. Reflection in the ends turns this into a chain of close pairs, and the filler fraction in the tube is 0.45. The radius at which the computed K equals km was found by root search: 10.067 nm for kp = 30 W/(m K) and 12.500 nm for kp = 1.0 W/(m K). Formula (4) gives the same values to the digits shown. The second case matters because there a_c lies 25 per cent above R km, so the dependence on kp is tested as well.

The same cell, with kp = 30 W/(m K), tests the bounds (25). At 0.5a_c, K = 0.148 W/(m K) lies between 0.138 and 0.155. At 2a_c, K = 0.270 lies between 0.258 and 0.289. At 10a_c, K = 0.446 lies between 0.335 and 0.959. The bounds are tight near the threshold and loose far above it, where they settle the sign of K − km but not its size.

**8. Where neutrality fails**

*Non-uniform gradients.* Let the applied field vary as r^l P_l(cosθ), where P_l is a Legendre polynomial. Inside, the radial part is C r^l, and outside it is r^l + B_l/r^(l+1). Condition (2), divided by a^l, reads

1 + B_l/a^(2l+1) = C (1 + l R kp/a),   (30)

because the radial derivative now brings a factor l. The equivalent conductivity is therefore

k_l = kp/(1 + l R kp/a).   (31)

Flux continuity (1), divided by a^(l−1), is l kp C = km [l − (l + 1) B_l/a^(2l+1)]. By (30) and (31), kp C = k_l (1 + B_l/a^(2l+1)). Collecting terms,

B_l/a^(2l+1) = l (km − k_l)/[(l + 1) km + l k_l].   (32)

For l = 1 this is (9). At a_c the example has k₂ = 0.100 W/(m K), half of km, and B₂/a⁵ = 0.25. A sphere that is neutral in a uniform gradient thus disturbs a quadrupole field.

The consequence is small if the gradient varies slowly. Suppose it changes by a fraction z/L along the axis, with L = 30 µm, a plausible bond-line thickness. The quadrupole part of the applied field is then g r² P₂/(2L). The disturbance at the sphere surface, relative to g a_c, is 0.25 a_c/(2L) = 4×10⁻⁵. A hot spot comparable in size to the particle would be another matter.

*Heat carriers in the filler.* A single mean free path Λ for the lattice vibrations follows from the kinetic relation kp = C_v v Λ/3. With rough values C_v = 3×10⁶ J/(m³ K) and v = 7000 m/s, Λ = 4.3 nm, about a fifth of the critical diameter, so Fourier's law inside the filler is doubtful. To estimate the effect, add surface scattering over the mean chord 4a/3 of a sphere: 1/Λ′ = 1/Λ + 3/(4a). Conductivity is proportional to path, so

1/kp′ = 1/kp + 3Λ/(4a kp).   (33)

Compared with (10), this adds 3Λ/(4kp) to R. The critical radius moves from 10.07 to 10.09 nm, and to 10.28 nm if Λ is ten times longer. The shift is small here because the added term is only 0.2 per cent of R, or 2 per cent for the longer path. It grows in proportion to Λ/R: for R = 10⁻⁸ m² K/W it is about 1 per cent, or 11 per cent for the longer path.

*Spread of radii.* If half the filler volume has radius 0.8a_c and half 1.2a_c, adding their contributions to S in (28) gives K = 0.1992 W/(m K), 0.4 per cent below km. The two halves do not quite cancel because S is a concave function of a: the smaller spheres lose more than the larger ones gain.

*Time and temperature.* A sphere's heat capacity per unit surface, C_v a/3, times the combined resistance R + a/km of interface and surrounding matrix gives a relaxation time of about 1 ns at a = a_c and about 5 µs at a = 1 µm. The steady treatment of a particle needs heating that changes slowly on that scale, and the steady K of a whole bond line needs heating slow compared with heat diffusion across it, of order a millisecond for 30 µm. At 10 W/cm² with K = km, a 30 µm bond line drops 15 K, while the largest interface jump is 5 mK. A fall of kp by 25 per cent moves a_c to 10.09 nm, and a rise of km by 10 per cent moves it to 11.1 nm.

**9. The model beside a real underfill**

A ceramic filler with a radius of about a micrometre is roughly a hundred times larger than a_c, so it lies well on the useful side of the threshold if the values above apply. The value of R is uncertain. With the other parameters fixed, a_c is proportional to R, and the range from 10⁻⁸ to 10⁻⁷ m² K/W moves it from 2.0 to 20 nm.

The assumption of a sharp interface in a uniform polymer is also open to doubt at this scale. Suppose, for illustration, that a 1 nm layer of polymer around each particle conducts at 0.30 instead of 0.20 W/(m K). Applying (28) to the particle and its layer, and requiring the result to equal km, lowers the critical radius to 8.3 nm. This is the upper crossing. For a vanishing core the coated particle conducts like its layer, better than the matrix, so the coated particle exceeds km again below about 2.1 nm. There the layers would overlap at φ = 0.30, and a continuum description of the layer can hardly be trusted. For R = 2×10⁻⁸ m² K/W or less the same layer leaves no crossing at all: the coated particle conducts better than the matrix at every radius.

Nanometre particles may also touch or cluster. Heat then passes between particles without crossing the matrix, the surface is no longer that of separate spheres, and (4) does not apply; the size of that effect is not estimated here. As a rule of design, for separate, roughly spherical filler with kp ≫ km, the radius should exceed R km many times over. In the example, (10) gives ks = 1.9 W/(m K) at ten times R km (a = 100 nm) and 12 W/(m K) at a hundred times (a = 1000 nm). At φ = 0.30 the estimated composite conductivity K differs much less between these radii, because (28) saturates once ks ≫ km. The listed values of K show this saturation: from 200 to 1000 nm, K rises by only 9 per cent. At higher loading, where the gaps between particles are narrow, (28) is less reliable and K can gain more from a larger radius.

Numbers as computed

```
matrix km = 0.20 W/(m K), filler kp = 30.0 W/(m K)
interface R = 5.0e-08 m^2 K/W, filler fraction = 0.30
critical radius a_c = 10.067 nm, diameter = 20.13 nm
limit R km for kp >> km = 10.000 nm
a_c/kp = 3.356e-10, a_c/km = 5.034e-08 m^2 K/W
Critical radius from finite elements, and from formula:
  kp = 30.0 W/(m K): 10.067 nm, 10.067 nm
  kp = 1.0 W/(m K): 12.500 nm, 12.500 nm
Dense cell: filler fraction = 0.450
  K at a_c: coarse 0.199994, fine 0.199998 W/(m K)
  largest matrix deviation / total drop = 3.2e-06
  inner/mean gradient = 0.006667, km/kp = 0.006667
  a/a_c, lower bound, K, upper bound in W/(m K):
    0.5  0.1382  0.1479  0.1552
    2.0  0.2576  0.2703  0.2888
   10.0  0.3346  0.4464  0.9591
  kp = 0.10 W/(m K), a = 100 um: K = 0.1480 W/(m K)
Maxwell: a in nm, ks and K in W/(m K), K/km:
      5.00    0.0997  0.1659  0.830
     10.07    0.2000  0.2000  1.000
     20.00    0.3947  0.2476  1.238
     50.00    0.9677  0.3215  1.607
    200.00    3.5294  0.4045  2.022
   1000.00   12.0000  0.4397  2.199
   5000.00   23.0769  0.4479  2.239
perfect interface: K = 0.4500 W/(m K)
l=2 at a_c: k_2 = 0.1003 W/(m K), B/a^5 = 0.2490
Neglected effects:
  R = 1e-08 m^2 K/W: a_c = 2.01 nm
  R = 1e-07 m^2 K/W: a_c = 20.13 nm
  filler heat capacity 3.0e+06 J/(m^3 K), speed 7000 m/s
  grey phonon path = 4.29 nm, path/diameter = 0.21
  a_c with boundary scattering = 10.089 nm
  a_c with tenfold phonon path = 10.283 nm
  1 nm polymer layer at 0.30 W/(m K): a_c = 8.32 nm
  kp lower by 25 percent: a_c = 10.090 nm
  km higher by 10 percent: a_c = 11.081 nm
  half at 0.8 a_c, half at 1.2 a_c: K = 0.1992 W/(m K)
  bond line 30 um, heat flux 10 W/cm^2
  drop over bond line at K = km: 15.0 K
  largest interface jump = 5.00 mK
  l=2 disturbance/(gradient times a_c) = 4.2e-05
  thermal relaxation time = 1.01 ns
```
